# Spin-wave stiffness from exchange stiffness and magnetization: verification in Python

```python
"""Spin-wave stiffness D from exchange stiffness A and magnetization M.

Result under test: E = D k^2 with D = 2 g mu_B A / M (atomic units: g A / M),
for exchange energy density A * sum_i |d_i m|^2 and unit magnetization m.
Symbols: g = g-factor, mu_B = Bohr magneton, k = wave number,
s = M/(g mu_B) = spin density in units of hbar per volume.
Working units: eV and angstrom; time in hbar/eV unless stated.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import zeta

# Inputs
A_SI = 15e-12          # J/m
M_SI = 1e6             # A/m
g = 2.0
wavelength = 100.0     # angstrom
spacing = 2.5          # angstrom, rough atomic spacing
temperature = 300.0    # K
alpha = 0.01           # Gilbert damping, rough

eV = const.e
mu_B = const.physical_constants["Bohr magneton"][0]
hartree = const.physical_constants["Hartree energy"][0]
bohr = const.physical_constants["Bohr radius"][0]

# Conversion in eV and angstrom
A = A_SI / eV * 1e-10                    # eV/angstrom
M_in_muB = M_SI / mu_B * 1e-30           # Bohr magnetons per cubic angstrom
s = M_in_muB / g                         # spin density, 1/angstrom^3
D = 2 * g * A / M_in_muB                 # eV angstrom^2
k = 2 * np.pi / wavelength
E_exchange = D * k**2

# Atomic-unit route, with the unit of magnetization built from e, hbar, m_e
moment_unit = const.e * const.hbar / const.m_e
A_au = A_SI / (hartree / bohr)
M_au = M_SI / (moment_unit / bohr**3)
D_au = g * A_au / M_au
D_from_au = D_au * (hartree / eV) * (bohr * 1e10)**2
assert abs(D_from_au / D - 1) < 1e-7
assert abs(1000 * D - 350) < 5

# Discrete exchange energy per area on a periodic line of cells
cells = 48
dx = wavelength / cells
x = np.arange(cells) * dx


def exchange_energy(u):
    """Exchange energy per area of one Cartesian component of m."""
    return A * np.sum((np.roll(u, -1) - u)**2) / dx


# Second derivatives of the energy; exact differences for a quadratic form
unit = np.eye(cells)
single = np.array([exchange_energy(v) for v in unit])
hessian = np.array([[exchange_energy(unit[i] + unit[j]) - single[i] - single[j]
                     for j in range(cells)] for i in range(cells)])


def velocity(m):
    """Precession: s dx dm/dt = m x dE/dm."""
    return np.cross(m, hessian @ m) / (s * dx)


def precession_rate(cone_angle, steps=1000):
    """Integrate the nonlinear motion and read the rate from the phase."""
    m = np.column_stack([np.sin(cone_angle) * np.cos(k * x),
                         np.sin(cone_angle) * np.sin(k * x),
                         np.full(cells, np.cos(cone_angle))])
    duration = 0.25 * 2 * np.pi / E_exchange
    dt = duration / steps
    wave = np.exp(-1j * k * x)
    start = np.sum((m[:, 0] + 1j * m[:, 1]) * wave)
    for _ in range(steps):
        v1 = velocity(m)
        v2 = velocity(m + 0.5 * dt * v1)
        v3 = velocity(m + 0.5 * dt * v2)
        v4 = velocity(m + dt * v3)
        m = m + dt * (v1 + 2 * v2 + 2 * v3 + v4) / 6
    end = np.sum((m[:, 0] + 1j * m[:, 1]) * wave)
    return np.angle(end / start) / duration


# The cell grid lowers the rate by (k dx)^2/12, about 0.0014
ratio_small = precession_rate(0.02) / E_exchange
ratio_large = precession_rate(0.5) / E_exchange
assert abs(ratio_small - np.cos(0.02)) < 2e-3
assert abs(ratio_large - np.cos(0.5)) < 2e-3

# Quantum spin-1 ring along a cubic axis, one flipped spin
S = 1.0
sites = int(round(wavelength / spacing))
assert abs(sites * spacing - wavelength) < 1e-9
J = D / (S * spacing**2)
levels = S - np.arange(int(2 * S + 1))
Sz = np.diag(levels)
Sp = np.diag(np.sqrt(S * (S + 1) - levels[1:] * (levels[1:] + 1)), 1)
Sm = Sp.T
pair = -J * (np.kron(Sz, Sz) + 0.5 * (np.kron(Sp, Sm) + np.kron(Sm, Sp)))
dim = len(levels)
ring = np.zeros((sites, sites))
for i in range(sites):
    j = (i + 1) % sites
    ring[i, i] += pair[dim, dim] - pair[0, 0]
    ring[j, j] += pair[1, 1] - pair[0, 0]
    ring[i, j] += pair[dim, 1]
    ring[j, i] += pair[1, dim]
E_quantum = np.linalg.eigvalsh(ring)[1]

# Static twist of the same lattice gives its exchange stiffness
angle = k * spacing * np.arange(sites)
spins = S * np.column_stack([np.cos(angle), np.sin(angle)])
bonds = np.sum(spins * np.roll(spins, -1, axis=0), axis=1)
twist_density = np.mean(J * (S**2 - bonds)) / spacing**3
A_twist = twist_density / k**2
s_lattice = S / spacing**3
twist_ratio = E_quantum / (2 * A_twist / s_lattice * k**2)
assert abs(twist_ratio - 1) < 1e-8
assert abs(A_twist / (J * S**2 / (2 * spacing)) - 1) < 3e-3  # finite twist
assert abs(E_quantum / (2 * J * S * (1 - np.cos(k * spacing))) - 1) < 1e-8
lattice_shift = E_quantum / E_exchange - 1
assert abs(lattice_shift + (k * spacing)**2 / 12) < 1e-5

# Dipolar field of a bulk wave travelling perpendicular to M
E_dipole = g * mu_B * const.mu_0 * M_SI / eV


def energy_with_dipole(length):
    exchange = D * (2 * np.pi / length)**2
    return np.sqrt(exchange * (exchange + E_dipole))


dipole_density = const.mu_0 * M_SI**2 / eV * 1e-30     # eV/angstrom^3
hessian_x = hessian + dipole_density * dx * np.eye(cells)
squares = np.linalg.eigvalsh(hessian @ hessian_x) / (s * dx)**2
E_mode = np.sqrt(squares[1])
assert abs(E_mode / energy_with_dipole(wavelength) - 1) < 2e-3  # cell grid
crossover = 2 * np.pi * np.sqrt(D / E_dipole)

# Thermal magnons, parabolic gapless law
kT = const.k * temperature / eV
density = zeta(1.5) * (kT / (4 * np.pi * D))**1.5
integral = quad(lambda q: q**2 / np.expm1(D * q**2 / kT) / (2 * np.pi**2),
                0, np.sqrt(50 * kT / D), epsabs=1e-13, epsrel=1e-10)[0]
assert abs(integral / density - 1) < 1e-7
thermal_loss = density / s

# Damped precession: dm/dt = E R m + alpha R dm/dt, R = quarter turn
turn = np.array([[0.0, -1.0], [1.0, 0.0]])
damped = np.linalg.eigvals(np.linalg.solve(np.eye(2) - alpha * turn,
                                           E_exchange * turn))
rate = np.max(damped.imag)
decay = -np.max(damped.real)
assert abs(rate * (1 + alpha**2) / E_exchange - 1) < 1e-10
assert abs(decay * (1 + alpha**2) / (alpha * E_exchange) - 1) < 1e-10
lifetime_ps = const.hbar / eV / decay * 1e12

print(f"Input exchange stiffness A: {A_SI * 1e12:.1f} pJ/m")
print(f"Input magnetization M: {M_SI:.2e} A/m")
print(f"Input g-factor: {g:.1f}")
print(f"A converted: {A:.6f} eV/angstrom")
print(f"M converted: {M_in_muB:.6f} mu_B/angstrom^3")
print(f"Spin density s: {s:.6f} hbar/angstrom^3")
print(f"A in atomic units: {A_au:.6e} hartree/bohr")
print(f"M in atomic units: {M_au:.6e} e hbar/(m_e bohr^3)")
print(f"D in atomic units: {D_au:.6f} hartree bohr^2")
print(f"D: {D:.5f} eV angstrom^2")
print(f"D: {1000 * D:.2f} meV angstrom^2")
print(f"D relative to 350 meV angstrom^2: {100 * (D / 0.35 - 1):.2f} %")
print(f"D if the factor 2 is dropped: {500 * D:.2f} meV angstrom^2")
print(f"Example wavelength: {wavelength / 10:.1f} nm")
print(f"Wave number k: {k:.6f} 1/angstrom")
print(f"Exchange energy D k^2: {1000 * E_exchange:.4f} meV")
print(f"Exchange frequency: {E_exchange * eV / const.h / 1e12:.4f} THz")
print(f"Integrated rate/(D k^2), cone 0.02 rad: {ratio_small:.5f}")
print(f"Integrated rate/(D k^2), cone 0.50 rad: {ratio_large:.5f}")
print(f"cos(0.50 rad): {np.cos(0.5):.5f}")
print(f"Quantum energy / static-twist prediction: {twist_ratio:.9f}")
print(f"Lattice spacing: {spacing:.1f} angstrom; ring sites: {sites}")
print(f"Lattice change of energy: {100 * lattice_shift:.3f} %")
print(f"Dipolar energy scale: {1000 * E_dipole:.4f} meV")
print(f"Wavelength where D k^2 equals it: {crossover / 10:.2f} nm")
for length in (100.0, 300.0, 1000.0):
    bare = D * (2 * np.pi / length)**2
    full = energy_with_dipole(length)
    print(f"{length / 10:.0f} nm: exchange {1000 * bare:.4f} meV, "
          f"with dipole {1000 * full:.4f} meV, "
          f"change {100 * (full / bare - 1):.1f} %")
print(f"Temperature: {temperature:.0f} K; kT: {1000 * kT:.2f} meV")
print(f"Thermal magnon density: {density:.4e} 1/angstrom^3")
print(f"Thermal loss of M: {100 * thermal_loss:.2f} %")
print(f"Damping alpha: {alpha:.3f}")
print(f"Damping change of frequency: {100 * (rate / E_exchange - 1):.4f} %")
print(f"Amplitude lifetime at 10 nm: {lifetime_ps:.2f} ps")
print(f"D for g = 2.1: {1000 * 2 * 2.1 * A / M_in_muB:.2f} meV angstrom^2")
print("checks complete")
```

Printed output:

```
Input exchange stiffness A: 15.0 pJ/m
Input magnetization M: 1.00e+06 A/m
Input g-factor: 2.0
A converted: 0.009362 eV/angstrom
M converted: 0.107828 mu_B/angstrom^3
Spin density s: 0.053914 hbar/angstrom^3
A in atomic units: 1.820670e-04 hartree/bohr
M in atomic units: 7.989247e-03 e hbar/(m_e bohr^3)
D in atomic units: 0.045578 hartree bohr^2
D: 0.34730 eV angstrom^2
D: 347.30 meV angstrom^2
D relative to 350 meV angstrom^2: -0.77 %
D if the factor 2 is dropped: 173.65 meV angstrom^2
Example wavelength: 10.0 nm
Wave number k: 0.062832 1/angstrom
Exchange energy D k^2: 1.3711 meV
Exchange frequency: 0.3315 THz
Integrated rate/(D k^2), cone 0.02 rad: 0.99837
Integrated rate/(D k^2), cone 0.50 rad: 0.87633
cos(0.50 rad): 0.87758
Quantum energy / static-twist prediction: 1.000000000
Lattice spacing: 2.5 angstrom; ring sites: 40
Lattice change of energy: -0.205 %
Dipolar energy scale: 0.1455 meV
Wavelength where D k^2 equals it: 30.70 nm
10 nm: exchange 1.3711 meV, with dipole 1.4420 meV, change 5.2 %
30 nm: exchange 0.1523 meV, with dipole 0.2130 meV, change 39.8 %
100 nm: exchange 0.0137 meV, with dipole 0.0467 meV, change 240.7 %
Temperature: 300 K; kT: 25.85 meV
Thermal magnon density: 1.1910e-03 1/angstrom^3
Thermal loss of M: 2.21 %
Damping alpha: 0.010
Damping change of frequency: -0.0100 %
Amplitude lifetime at 10 nm: 48.01 ps
D for g = 2.1: 364.67 meV angstrom^2
checks complete
```
